# Upward absorption in doped oxide films and the second conduction band

A model film holds $5\times10^{20}$ electrons per cm³ in its lowest conduction band. A second, empty conduction band starts 3.3 eV above the first. If the visible range is taken to end at 400 nm, its most energetic photon carries 3.10 eV, so the separation exceeds every visible photon energy. Yet lifting electrons into the second band gives an absorption coefficient that reaches about $1.4\times10^4$ cm⁻¹ inside the visible range, averaged over photon windows of about 0.04 eV. With a separation of 4.5 eV and all other inputs unchanged, this absorption vanishes in the model.

A large separation does protect transparency, but it must be measured against the filling of the lower band as well as the photon energy. Even then it removes one absorption process and leaves others.

## The two bands

Take a lower and an upper conduction band with

$$H(\mathbf k)=\begin{pmatrix}Ak^2&Pk_z\\Pk_z&D+Bk^2\end{pmatrix},\qquad A=\frac{\hbar^2}{2m_1},\quad B=\frac{\hbar^2}{2m_2}.$$

$D$ is the separation at $k=0$, and $P$ couples the bands. Energies are in eV and lengths in nm. I assume $A,B>0$, $AD>P^2$, zero temperature, and a Fermi energy $0<E_F<D$ measured from the lower band bottom.

These conditions fix the band edges. The determinant is

$$Ak^2(D+Bk^2)-P^2k_z^2\ge(AD-P^2)k^2\ge0,$$

and the trace is positive, so neither eigenvalue is negative. The lower band bottom is therefore $E_1=0$, at $k=0$. The larger eigenvalue is at least as large as either diagonal element, so $E_2\ge D+Bk^2\ge D$. The upper band is empty.

The example uses $m_1=0.30\,m_0$ and $m_2=0.60\,m_0$, hence $A=0.1270$ and $B=0.0635$ eV nm². A coupling energy $E_P=1$ eV gives $P=\sqrt{(\hbar^2/2m_0)E_P}=0.195$ eV nm.

## First contribution: vertical transitions

Light carries negligible momentum on the scale of $k$, so in a perfect crystal an electron keeps its $\mathbf k$. The photon must supply $W=E_2-E_1$. The trace gives $E_1+E_2=D+(A+B)k^2$, and therefore

$$W=D+(A+B)k^2-2E_1 .$$

The smaller eigenvalue cannot exceed a diagonal element, so $E_1\le Ak^2$, or $k^2\ge E_1/A$. Inserting this,

$$W\ge D+\frac{A+B}{A}E_1-2E_1=D-\left(1-\frac BA\right)E_1 .$$

Filled states have $0\le E_1\le E_F$. If $B<A$, the right side is smallest at $E_1=E_F$. If $B\ge A$, it is smallest at $E_1=0$. Hence

$$W_{\min}=D-\max\left(0,1-\frac BA\right)E_F .$$

The bound is reached. At $k_z=0$ the matrix is diagonal, and since $E_F<D$, the lower state at the Fermi surface has $Ak^2=E_F$. Its gap is $D+(B/A)E_F-E_F$. For $B\ge A$ the state at $k=0$ has gap $D$. At both points $\partial H/\partial k_z$ connects the two states with strength $P$, so the onset is optically active.

The reason is geometric. When the upper band is heavier, it rises more slowly than the lower one, and the bands approach each other as $k$ grows. Doping fills those closer states. For equal masses the onset stays at $D$. For a very heavy upper band, $B\to0$, it falls to $D-E_F$.

### The Fermi energy

Let $u=k_z/k$ and $x=k^2$. Setting $\det(H-E_F)=0$ gives

$$ABx^2+[A(D-E_F)-BE_F-P^2u^2]x-E_F(D-E_F)=0 .$$

The product of the roots is negative, so there is one positive root, $k_F^2(u)$. It belongs to the lower band because $E_2\ge D>E_F$. With two spins,

$$n=\frac{2}{(2\pi)^3}\,4\pi\,\frac{\langle k_F^3\rangle}{3}=\frac{\langle k_F^3\rangle}{3\pi^2},$$

where the brackets average over directions. Solving numerically for $E_F$ at $n=0.5$ nm⁻³ gives the following values, all in eV:

| $D$ | $E_F$ | $W_{\min}$ | $D-E_F$ |
|---|---|---|---|
| 2.5 | 0.729 | 2.14 | 1.77 |
| 3.3 | 0.739 | 2.93 | 2.56 |
| 4.5 | 0.747 | 4.13 | 3.75 |

Here $B/A=1/2$, so the middle case has $W_{\min}=3.3-0.739/2=2.93$ eV, or 423 nm. This explains the opening result: the separation at $k=0$ is above the visible range, while the gap at the Fermi surface is inside it.

## Second contribution: loss of momentum conservation

An amorphous film has no conserved $\mathbf k$. An electron at the Fermi energy may then reach the bottom of the upper band. If the band edges themselves do not move, the energy needed is at least

$$D-E_F .$$

This is a floor, and it does not say how strong the absorption above it is.

Disorder also shifts levels. Suppose it adds site energies between $-w/2$ and $w/2$. By the min–max principle for eigenvalues, each level, counted in order of energy, moves by at most $w/2$. The highest filled level may rise by that amount and the lowest upper-band level may fall by it, so the floor drops by at most $w$. The argument requires bands that remain separated, so that counting levels still identifies them.

A ring of 201 sites shows both effects. Each site has an s-like and a p-like orbital. With $q$ the phase change per site, the uncoupled bands are $2t_s(1-\cos q)$ and $D+2t_p(1-\cos q)$, coupled by $iV\sin q$. I take $t_s=0.9$, $t_p=0.45$, $V=0.5$ and $D=4.5$ eV, and fill the lowest 51 levels, ignoring spin. The clean ring has a vertical onset of 4.30 eV and a floor of 4.01 eV.

Independent random energies of full width $w=0.60$ eV were then added to the orbitals, and the matrix was diagonalized for six samples. The lowest upward gap found was 3.84 eV, above the guaranteed $4.01-0.60=3.41$ eV. On average, 13% of the squared velocity matrix elements to the upper band lay below the clean vertical onset. Other sets of six samples give lowest gaps from 3.80 to 3.86 eV and averages from 11% to 17%.

Disorder also opened transitions inside the lower band. They held 27% of the total squared velocity elements from filled to empty states, against zero in the clean ring; other sets of six samples give 25% to 30%. These percentages belong to this ring, count transitions of every energy, and are not film absorptances or measures of visible absorption. They do show that a separated upper band does not forbid a scattered electron from climbing within its own band.

## How strong is the upward absorption?

For a field $E_0\cos\omega t$, the absorbing part of the perturbation has matrix element $eE_0v_{12}/(2\omega)$, where $v=\hbar^{-1}\partial H/\partial k$ along the field. The golden rule gives the absorbed power per volume $\mathcal V$,

$$\frac{\hbar\omega}{\mathcal V}\,\frac{2\pi}{\hbar}\,\frac{e^2E_0^2}{4\omega^2}\sum|v_{12}|^2\delta(W-\hbar\omega).$$

Equating this to $\tfrac12\,\mathrm{Re}\,\sigma\,E_0^2$ yields

$$\mathrm{Re}\,\sigma=\frac{\pi e^2}{\omega \mathcal V}\sum|v_{12}|^2\delta(W-\hbar\omega),$$

with the sum over filled states, including spin.

A closed result follows for weak coupling and $B<A$. Let $C=A-B$ and $W_0=D-Ck^2$. To first order in $\theta=Pk_z/W_0$, the states are $|1\rangle=|a\rangle-\theta|b\rangle$ and $|2\rangle=|b\rangle+\theta|a\rangle$. The derivatives of $H$ along $z$ and along the perpendicular part of $\mathbf k$ have elements

$$P+2Ck_z\theta=P(1+gu^2),\qquad 2Ck_\perp\theta=Pgu\sqrt{1-u^2},\qquad g=\frac{2Ck^2}{W_0}.$$

Their squares add to $P^2[1+(2g+g^2)u^2]$. The directional average of $u^2$ is $1/3$, which gives $P^2[2+(1+g)^2]/3$. Averaging over film orientations supplies another factor $1/3$.

At photon energy $E=\hbar\omega=W_0$ one has $Ck^2=D-E$, so $1+g=2D/E-1$ and $k_E=\sqrt{(D-E)/C}$. The density of vertical transitions is

$$\frac{2}{(2\pi)^3}\int d^3k\,\delta(E-D+Ck^2)=\frac{1}{\pi^2}\frac{k_E^2}{2Ck_E}=\frac{k_E}{2\pi^2C}.$$

Multiplying the factors, for $W_{\min}<E<D$,

$$\mathrm{Re}\,\sigma=\frac{e^2}{\hbar}\frac{P^2k_E}{6\pi CE}\,\frac{2+(2D/E-1)^2}{3}.$$

To convert to absorption, write the refractive index as $n_r+i\kappa$. Then $2n_r\kappa=\mathrm{Re}\,\sigma/(\epsilon_0\omega)$, and

$$\alpha=\frac{2\omega\kappa}{c}=\frac{\mathrm{Re}\,\sigma}{n_r\epsilon_0c}.$$

The index comes from the free-carrier permittivity below and is about 1.88 at 550 nm. It omits the contribution of the upward transitions themselves; for $D=2.5$ eV these would raise it by about 0.03 at this wavelength and lower $\alpha$ by about 2%.

For $D=2.5$ eV and $E=2.254$ eV (550 nm), $k_E=\sqrt{0.246/0.0635}=1.97$ nm⁻¹. The formula gives $\alpha=1.57\times10^4$ cm⁻¹. Summing over numerically diagonalized states, in a photon window 0.04 eV wide, gives $1.71\times10^4$ cm⁻¹. The weak-coupling value is 8% below that sum. A 150 nm film then loses

$$1-\exp(-1.71\times10^4\times1.5\times10^{-5})=23\%$$

in one pass, without reflections or interference.

The same summation over visible windows of about 0.04 eV gives largest coefficients of $2.0\times10^4$ cm⁻¹ for $D=2.5$ eV and $1.4\times10^4$ cm⁻¹ for $D=3.3$ eV. These are window averages over a sharp maximum; without averaging the peaks are about $2.15\times10^4$ and $1.5\times10^4$ cm⁻¹. For $D=4.5$ eV the result is zero, as the onset at 4.13 eV requires.

## Third contribution: absorption inside the lower band

With scattering time $\tau$, the equation $m_1\dot v=-m_1v/\tau-eE$ gives $\sigma=\sigma_0/(1-i\omega\tau)$ for time dependence $e^{-i\omega t}$. Thus

$$\mathrm{Re}\,\sigma=\frac{\sigma_0}{1+\omega^2\tau^2},\qquad \sigma_0=ne\mu,\qquad \tau=\frac{\mu m_1}{e}.$$

The corresponding permittivity is

$$\epsilon(\omega)=\epsilon_\infty-\frac{\omega_p^2}{\omega^2+i\omega/\tau},\qquad \omega_p^2=\frac{ne^2}{\epsilon_0m_1}.$$

This estimate uses the isotropic mass $m_1$ and a constant $\tau$. For $\mu=40$ cm²/Vs and $\epsilon_\infty=4$, $\tau=6.8$ fs and $\omega\tau=23.4$ at 550 nm. The absorption coefficient is $1.2\times10^3$ cm⁻¹, and the 150 nm film loses 1.7% in one pass. If charged dopants do most of the scattering, a constant $\tau$ taken from the mobility overstates this loss, because their scattering weakens at the large momentum changes that absorbing a visible photon requires. An estimate with randomly placed ions screened by the electron gas (random-phase approximation, same density, mass and $\epsilon_\infty$) puts the factor near 2 at 550 nm, rising from about 1.5 at 700 nm to about 3.5 at 400 nm.

For $D=2.5$ eV, upward absorption at this wavelength is about 15 times this Drude value. For $D=4.5$ eV it is absent, and the free-carrier loss remains. The free carriers also set an infrared limit: $\mathrm{Re}\,\epsilon$ crosses zero near 1.65 µm.

## The margin and what can consume it

For a film without momentum conservation, a sufficient condition against upward visible absorption, with band edges unshifted, is

$$D-E_F>3.10\ \text{eV}.$$

At $D=4.5$ eV the margin is $3.753-3.100=0.65$ eV. Holding the band parameters fixed and raising the density, the floor meets the violet limit when $E_F=1.40$ eV, at $n=1.3\times10^{21}$ cm⁻³. The required separation therefore grows with doping.

Several neglected effects can be compared with this margin:

- **Temperature.** At 300 K, the occupation of a state 0.65 eV above the Fermi energy is about $e^{-0.654/0.0259}\approx10^{-11}$.
- **Nonparabolicity.** If the lower band follows $E(1+E/E_g)=0.747$ eV with $E_g=3.6$ eV, its Fermi energy drops to 0.635 eV. This raises the floor by 0.11 eV.
- **Exchange.** In a uniform electron gas the shift at $k_F$ is $-e^2k_F/(4\pi^2\epsilon_0\epsilon_\infty)=-0.28$ eV. Lowering the filled states alone would raise the onset, but the upper-band shift is not computed. Even with the unfavourable sign, this amount is smaller than the margin.
- **Band tails.** An assumed exponential tail with a rough energy of 0.10 eV is reduced by $e^{-6.54}=1.4\times10^{-3}$ across the margin. If exchange removed 0.28 eV as well, the factor would be about 0.02. The upward edge in a disordered film is then weak absorption instead of strict zero.

The valence band must also stay out of the visible. Starting from a rough optical gap of 3.6 eV, filling adds 0.75 eV, and subtracting the exchange scale leaves about 4.1 eV. This assumes a flat valence band and covers only the strong transitions that define the optical gap. In indium oxide, weaker transitions from the valence band begin at lower energy and are not included here.

## Relation to a real film

The density, mobility, lower-band mass and optical gap are rough values typical of heavily tin-doped indium oxide. The separations, upper-band mass and coupling are model choices, not measurements of that material. A real oxide has several higher bands, and the lowest one that can be reached sets the threshold. If an upper band curves downward from $k=0$, its true minimum must replace $D$ in the floor. An amorphous film does not conserve the electron's $\mathbf k$: for the widest case this moves the threshold from 4.13 to 3.75 eV, before level shifts and tails are counted. The film remains clear of upward visible absorption in this estimate because 3.75 eV still exceeds 3.10 eV, not because its electrons have lost every way to absorb.
